# Why Si-H stretch relaxation accelerates on heating

Hydrogen ties up silicon bonds at the interface between silicon and its oxide. In a working transistor, energetic carriers strike these bonds and set the Si-H stretch vibrating. If the stretch gains further quanta before it loses those it has, it can climb towards bond rupture, which leaves an electrically active defect. The rate of loss therefore matters for reliability.

That rate depends on temperature in a way that needs explaining. One stretch quantum is about 0.26 eV, ten times the thermal energy at 300 K, so the stretch itself is almost never thermally excited. Nor does it have a barrier to cross in order to relax, since it already holds the energy it must give away. Yet the model below makes it relax more than twice as fast at 300 K as at absolute zero. The cause lies in the modes that receive the energy.

## The model

Take the stretch as a harmonic oscillator of energy \(\omega_s\), with lowering operator \(a\) and quantum number \(v\). I use \(\hbar=1\) and write \(k\) for Boltzmann's constant. Another Si-H stretch could take up \(\omega_s\) whole, but that only passes the quantum to a like bond, and I leave such transfer out. I assume that no other single vibration nearby matches \(\omega_s\), so the quantum is broken into \(N\) smaller ones:

\[
\omega_s=\sum_{i=1}^{N}\omega_i .
\]

The anharmonic coupling that does this is

\[
V=g\,a\prod_{i=1}^{N}b_i^\dagger+g^*a^\dagger\prod_{i=1}^{N}b_i ,
\]

where \(b_i^\dagger\) creates a quantum in bath mode \(i\). The first term moves energy out of the stretch. The second must accompany it because \(V\) is Hermitian, and it moves energy back with the same \(|g|^2\).

At least one receiving mode belongs to a continuum, here the lattice phonons, and a sum over that continuum is understood. The bath is assumed to stay thermal, with mean occupations

\[
n_i=\frac{1}{e^{\omega_i/kT}-1},
\]

and its occupations are renewed quickly compared with the stretch lifetime.

## Forward and reverse rates

To first order in \(V\), the probability of reaching a final state \(f\) whose energy differs from the initial one by \(\Delta\) is

\[
P_f(t)=|V_{fi}|^2\left|\int_0^t e^{i\Delta t'}dt'\right|^2
=|V_{fi}|^2\,\frac{4\sin^2(\Delta t/2)}{\Delta^2}.
\]

As a function of \(\Delta\), the last fraction is a peak of width about \(1/t\) and area \(2\pi t\). Once the peak is narrower than the structure of the continuum, it acts as \(2\pi t\,\delta(\Delta)\). Dividing by \(t\) gives the golden rule,

\[
W=2\pi\sum_f|V_{fi}|^2\,\delta(E_f-E_i).
\]

The time must also be short compared with the decay, so the coupling has to be weak.

Let bath mode \(i\) hold \(k_i\) quanta, and let the modes be different for now. Lowering the stretch gives \(a|v\rangle=\sqrt v\,|v-1\rangle\), and creating a bath quantum gives \(b_i^\dagger|k_i\rangle=\sqrt{k_i+1}\,|k_i+1\rangle\). The squared forward matrix element is

\[
|g|^2\,v\prod_i(k_i+1).
\]

The modes are independent, so the thermal average of the product is the product of averages, and \(\langle k_i\rangle=n_i\). If only one receiving mode belongs to the continuum, energy conservation fixes its energy and hence its occupation. (With several, the result must be averaged over the ways they can share the energy.) Collect \(2\pi|g|^2\) and the sum over the continuum into one constant \(\Gamma_0\). Then

\[
W_{v\to v-1}=vD,\qquad D=\Gamma_0\prod_i(n_i+1).
\]

At zero temperature every \(n_i\) vanishes and \(D=\Gamma_0\), the rate of spontaneous decay from \(v=1\). In each factor the 1 is spontaneous emission and \(n_i\) is emission stimulated by quanta already present.

In the reverse process \(a^\dagger|v\rangle=\sqrt{v+1}\,|v+1\rangle\) and \(b_i|k_i\rangle=\sqrt{k_i}\,|k_i-1\rangle\). The coupling and the energy condition are unchanged, so the same \(\Gamma_0\) appears:

\[
W_{v\to v+1}=(v+1)U,\qquad U=\Gamma_0\prod_i n_i .
\]

All \(N\) quanta must be present together for this step, which is why it has no spontaneous part.

### Several quanta in the same mode

The Si-H bend takes up three quanta in the example below, so the case of \(m\) quanta in one mode is needed. The squared matrix element of \((b^\dagger)^m\) is \((k+1)(k+2)\cdots(k+m)\). With \(q=e^{-\omega/kT}\), the thermal weights are \((1-q)q^k\). Differentiating the geometric series \(m\) times gives

\[
\sum_{k=0}^{\infty}(k+1)\cdots(k+m)\,q^k=\frac{m!}{(1-q)^{m+1}} .
\]

Multiplying by \(1-q\) and using \(n+1=1/(1-q)\),

\[
\langle(k+1)\cdots(k+m)\rangle=m!\,(n+1)^m .
\]

For absorption the squared element is \(k(k-1)\cdots(k-m+1)\), which vanishes for \(k<m\). Setting \(k=j+m\) turns the sum into the previous one times \(q^m\). The average is \(m!\,[q/(1-q)]^m=m!\,n^m\). Both directions carry the same \(m!\), which can be absorbed into \(\Gamma_0\). The products keep their form, with a repeated mode counted once per quantum.

The forward rule was tested on an exactly solvable case: a stretch quantum decaying into three bend quanta plus one phonon, with the phonons initially empty. The phonon band had half-width \(B\) and 801 levels spaced by \(0.0025B\). For 0, 1 and 2 initial bend quanta the golden-rule rates \(\gamma\) stand as 6 : 24 : 60, with \(\gamma/B=0.003\), 0.012 and 0.030. The exact rates were 1.0010, 1.0039 and 1.0098 times these. The small excess comes from the finite band. The band shifts a level at small energy \(E\) by \(\gamma E/(\pi B)\), so the decaying state satisfies \(E=\gamma E/(\pi B)-i\gamma/2\), and its rate is \(\gamma/(1-\gamma/\pi B)\). This predicts ratios of 1.0010, 1.0038 and 1.0096, which accounts for nearly all of the observed excess.

## Why the products are subtracted

Let \(p_v\) be the probability of level \(v\). Each downward step changes \(v\) by \(-1\) and each upward step by \(+1\), so

\[
\frac{d\langle v\rangle}{dt}=\sum_v p_v\left[(v+1)U-vD\right]
=U-(D-U)\langle v\rangle .
\]

The reverse rate appears twice. Its constant part feeds the stretch even from \(v=0\). Its part proportional to \(v\) opposes the decay, because an excited oscillator absorbs more readily than one at rest. The mean therefore relaxes at

\[
\boxed{\Gamma=D-U=\Gamma_0F,\qquad F=\prod_i(n_i+1)-\prod_i n_i.}
\]

The resting value is \(U/(D-U)\). To identify it, note that \(n_i/(n_i+1)=e^{-\omega_i/kT}\). Multiplying over the modes and using energy conservation,

\[
\frac UD=\prod_i e^{-\omega_i/kT}=e^{-\omega_s/kT}.
\]

Hence \(U/(D-U)=1/(e^{\omega_s/kT}-1)=n_s\), the thermal occupation of the stretch, and

\[
\frac{d\langle v\rangle}{dt}=-\Gamma\left(\langle v\rangle-n_s\right).
\]

The difference belongs to the harmonic ladder. If the stretch had only the levels 0 and 1, then \(p_0=1-p_1\) and

\[
\frac{dp_1}{dt}=Up_0-Dp_1=U-(D+U)p_1 ,
\]

so the population would relax at the sum. The forward and reverse rates are the same in both cases; what differs is the set of levels they connect. Relative to the ladder rate, the two-level rate is larger by \(2U/(D-U)=2n_s\). For the example below this is \(8.6\times10^{-5}\) at 300 K and \(1.1\times10^{-3}\) at 400 K, so the distinction is one of principle at these temperatures.

## Why heating speeds up the decay

Both products grow with temperature, so it must be shown that their difference grows too. Use \(U=De^{-\omega_s/kT}\) and \(n_i+1=1/(1-e^{-\omega_i/kT})\):

\[
F=\frac{1-e^{-\beta\omega_s}}{\prod_i(1-e^{-\beta\omega_i})},\qquad \beta=\frac1{kT}.
\]

Since

\[
\frac{d}{d\beta}\ln(1-e^{-\beta\omega})=\frac{\omega e^{-\beta\omega}}{1-e^{-\beta\omega}}=\omega n ,
\]

the logarithm of \(F\) changes as

\[
\frac{d\ln F}{d\beta}=\omega_sn_s-\sum_i\omega_in_i
=-\sum_i\omega_i(n_i-n_s),
\]

where the last step used \(\omega_s=\sum_i\omega_i\). With \(d\beta/dT=-1/(kT^2)\),

\[
\frac{d\ln F}{dT}=\frac{1}{kT^2}\sum_i\omega_i(n_i-n_s).
\]

For \(N\ge2\) each receiving mode has less energy than the stretch, hence a larger occupation, and every term is positive. At fixed coupling and fixed mode energies, heating must accelerate the decay.

The case \(N=1\) shows what is essential. Then \(F=(n+1)-n=1\) at every temperature: stimulated emission and absorption cancel in the decay of the mean. For two quanta,

\[
F=(n_1+1)(n_2+1)-n_1n_2=1+n_1+n_2 .
\]

The term \(n_1n_2\) cancels, but emission into one mode stimulated by its own quanta, with spontaneous emission into the other, has no reverse counterpart. These uncancelled terms carry the temperature dependence.

Two limits follow. When \(kT\) is far below every \(\omega_i\), the leading correction is \(F\approx1+\sum_ie^{-\omega_i/kT}\), dominated by the softest mode. When \(kT\gg\omega_s\), write \(F=\prod_in_i/n_s\), which follows from \(U=\Gamma_0\prod_in_i\) and \(U/(D-U)=n_s\). Each occupation tends to \(kT/\omega\), so

\[
F\to\frac{\omega_s(kT)^{N-1}}{\prod_i\omega_i}.
\]

The power is \(N-1\), not \(N\), because the leading terms of the two products cancel. A silicon device never reaches this second limit: at 500 K, \(kT\) is 0.043 eV, far below 0.26 eV.

## Numbers for an interface bond

Take rough typical energies: 0.26 eV for the stretch, 0.08 eV for the bend and 0.02 eV for a lattice phonon. Three bends and one phonon conserve energy, \(3(0.08)+0.02=0.26\) eV. The zero-temperature lifetime is set to 2 ns. The model predicts how this lifetime changes, not its absolute value.

At 300 K the bend occupation is 0.0474 and the phonon occupation 0.8564. Therefore

\[
\prod_i(n_i+1)=(1.0474)^3(1.8564)=1.149\times1.8564=2.133 .
\]

The reverse product is only \(9.15\times10^{-5}\), so \(F=2.133\) and the lifetime is \(2/2.133=0.94\) ns. At 400 K the occupations are 0.1089 and 1.2715. Now \(F=3.10\), and the lifetime falls to 0.65 ns.

The single soft phonon supplies the larger factor at 300 K, although it carries only one thirteenth of the energy. An Arrhenius plot, \(\ln\Gamma\) against \(1/kT\), would have the local slope \(-E_{\rm app}\), with

\[
E_{\rm app}=-\frac{d\ln F}{d\beta}=\sum_i\omega_i(n_i-n_s)=0.0285\ \text{eV}.
\]

Of this, 0.0171 eV comes from the phonon and 0.0114 eV from the bends. It is not a barrier height. It changes with temperature and vanishes as \(T\to0\), where the decay continues at \(\Gamma_0\).

How the energy is divided matters as well as the number of quanta. Replacing one bend and the phonon, 0.08 and 0.02 eV, by two phonons of 0.05 eV keeps four quanta and the same total, but lowers \(F\) at 300 K from 2.13 to 1.50. The reason is that \(-\ln(1-e^{-\beta\omega})\) is a convex function of \(\omega\): its slope \(-\beta n\) rises as \(\omega\) grows. For a fixed sum of two energies, the unequal pair therefore gives the larger \(F\). Two phonons from a continuum could share the 0.10 eV in many ways, so 1.50, the value for the even split, is the lowest they can give.

## What faster decay does to a driven bond

Let hot carriers drive the stretch with rates \(P(v+1)\) upwards and \(Pv\) downwards. Their net contribution to \(d\langle v\rangle/dt\) is \(P\langle v+1\rangle-P\langle v\rangle=P\). In the steady state,

\[
0=P-\Gamma(\langle v\rangle-n_s)\quad\Longrightarrow\quad
\langle v\rangle=n_s+\frac P\Gamma .
\]

The flow between neighbouring rungs must also balance, \((v+1)(P+U)p_v=(v+1)(P+D)p_{v+1}\), which gives one ratio for the whole ladder:

\[
r=\frac{p_{v+1}}{p_v}=\frac{P+U}{P+D}.
\]

Choose \(P=0.01\) per ns and hold it fixed. On heating from 300 to 400 K, \(r\) falls from 0.00933 to 0.00694. Ten rungs up, at 2.6 eV, the change enters to the tenth power, and \((0.00694/0.00933)^{10}\approx0.05\). In this harmonic model, faster relaxation cuts the population there about twentyfold.

The trend does not continue indefinitely. The thermal upward rate \(U\) grows faster than \(D\) in relative terms, since \(U/D=e^{-\omega_s/kT}\) rises on heating (in absolute terms \(D\) still gains more, because \(D-U\) increases), and eventually it is no longer small beside the pump. For this \(P\) the ratio has its minimum near 455 K, where \(U\) is about a quarter of \(P\), and then rises. A weaker or stronger pump would move that minimum.

These are rung populations, not bond-breaking rates. At 300 K the tenth rung holds only about \(5\times10^{-21}\) of the population, so with this pump the harmonic ladder alone gives very little access to rupture.

## Where the model meets a real interface

The stretch and bend energies are close to those of hydrogen on silicon, and a lifetime of order 1 ns is reasonable for a well-ordered hydrogen-covered surface. An oxide interface is disordered, so its bonds do not share one set of energies. With the stretch held at 0.26 eV, a bend of 0.078 eV requires a phonon of 0.026 eV and gives \(F=1.83\) at 300 K. A bend of 0.082 eV requires 0.014 eV and gives 2.72. A shift of 0.002 eV thus moves the acceleration by about \(-14\%\) or \(+27\%\) relative to 2.13. The same sensitivity applies if the bend softens on heating, which the derivation at fixed energies excludes. These figures hold \(\Gamma_0\) fixed, but the coupling and the phonon density may change too. If the density grew as the square of the phonon energy, with the coupling unchanged, the two shifts in the rate at 300 K would become about \(+45\%\) and \(-38\%\). Even the sign of the shift therefore depends on the real phonon spectrum and coupling.

Anharmonicity is the more serious limit for the driven bond. Suppose each successive step of the stretch is smaller by 0.01 eV, a rough value. The step from \(v=2\) to 1 then needs a phonon of only 0.01 eV, and its factor at 300 K is 3.58, again at fixed \(\Gamma_0\). The next step has 0.24 eV, just the energy of three bends, and nothing is left for the phonon. Higher up, this channel is closed and other combinations must take over. Where it closes depends on the rough value chosen: with 0.007 eV per step, the step from \(v=3\) to 2 would stay open with a phonon of 0.006 eV. The bend is still treated as harmonic here, and any anharmonicity of its own would shift these energies too. The formula is therefore best trusted for the decay of the first excited level, while the tenth power above illustrates sensitivity and does not predict a device lifetime.

Other channels add their own rates. One could create four bends while absorbing a phonon of 0.06 eV, since \(0.26+0.06=4(0.08)\). An absorbed quantum exchanges the roles of \(n\) and \(n+1\), so the factor becomes

\[
(n_b+1)^4n_a-n_b^4(n_a+1),
\]

with \(n_b\) for the bend and \(n_a\) for the absorbed phonon. It vanishes at zero temperature. With equal \(\Gamma_0\) it would add 6% to the main channel at 300 K and 10% at 400 K; the true share depends on a coupling not calculated here.

The assumption of a thermal bath holds well for the decay of the first excited level, but less well higher up. Take a bend lifetime of 0.01 ns, again a rough value. Just after the decay of an otherwise unexcited bond, the bend holds three quanta, and the reverse matrix element \(3\cdot2\cdot1\) cancels the \(3!\) inside \(\Gamma_0\). The return rate is then \(\Gamma_0n_{\rm ph}\), where \(n_{\rm ph}\) is the phonon occupation. The first of three bend quanta is lost after about a third of the bend lifetime, so, with thermal quanta in the bend left out, the chance of return at 300 K is

\[
\frac{0.5\times0.8564\times0.01}{3}\approx1.4\times10^{-3}.
\]

Averaging over the thermal quanta in the bend roughly doubles this chance, which still leaves it small. The pump keeps about \(3\times0.01\times0.01=3\times10^{-4}\) extra quanta in the bend, small beside its thermal 0.0474. Because they arrive in threes, they still raise the average three-quantum absorption factor by about 60% at 300 K, but the resulting upward rate stays far below the pump.

From higher levels, the quanta left in the bend by one step can stimulate the next step before they are lost. When the populations of stretch and bend are followed together at 300 K, the mean quantum number at first decays faster than \(\Gamma\) predicts: by about 10% from \(v=2\), 23% from \(v=3\) and 63% from \(v=5\), measured as the effective exponential rate of the excess \(\langle v\rangle-n_s\) over a time \(0.3/\Gamma\). The twentyfold cut at the tenth rung becomes about seventeenfold. These figures depend on the assumed bend lifetime and on treating the bend as a single mode, whereas a real Si-H bond can bend in two directions.

Finally, equal upward and downward coefficients \(P\) describe carriers much hotter than \(\omega_s/k\). Carriers at a temperature \(T_e\) would favour downward steps by \(e^{\omega_s/kT_e}\), adding a damping \(P(e^{\omega_s/kT_e}-1)\). At 3000 K this is 1.6% of \(\Gamma\) at 300 K. It grows in proportion to the pump, so under much stronger driving the carriers themselves would help to set the relaxation rate. The numerical output below lists the occupations, lifetimes and rung ratios at 200, 300, 400 and 500 K.

## Numbers as computed

```
stretch, bend, phonon: 0.26, 0.08, 0.02 eV
lifetime at 0 K (input): 2.0 ns
pump rate (input): 0.01 1/ns
exact / golden-rule decay, 0,1,2 initial bend quanta: 1.0010, 1.0039, 1.0098
T = 200 K: kT = 0.01723 eV
  n bend, phonon, stretch: 0.0097, 0.4563, 2.81e-07
  product(n+1), product(n): 1.4993, 4.21e-07
  factor F = 1.4993, lifetime = 1.334 ns
  pumped mean v = 0.01334, rung ratio r = 0.01316
T = 300 K: kT = 0.02585 eV
  n bend, phonon, stretch: 0.0474, 0.8564, 4.29e-05
  product(n+1), product(n): 2.1334, 9.15e-05
  factor F = 2.1333, lifetime = 0.938 ns
  pumped mean v = 0.00942, rung ratio r = 0.00933
T = 400 K: kT = 0.03447 eV
  n bend, phonon, stretch: 0.1089, 1.2715, 5.30e-04
  product(n+1), product(n): 3.0972, 1.64e-03
  factor F = 3.0956, lifetime = 0.646 ns
  pumped mean v = 0.00699, rung ratio r = 0.00694
T = 500 K: kT = 0.04309 eV
  n bend, phonon, stretch: 0.1851, 1.6929, 2.40e-03
  product(n+1), product(n): 4.4820, 1.07e-02
  factor F = 4.4713, lifetime = 0.447 ns
  pumped mean v = 0.00687, rung ratio r = 0.00683
300 K: (n+1)^3 of bends = 1.1492, (n+1) of phonon = 1.8564
300 K: apparent activation energy = 0.0285 eV
  from bends 0.0114 eV, from phonon 0.0171 eV
(r at 400 K / r at 300 K)^10 = 0.0520
rung ratio is smallest at 455 K, r = 0.00655
Neglected effects:
  bend 0.078, phonon 0.026 eV: F(300 K) = 1.833
  bend 0.082, phonon 0.014 eV: F(300 K) = 2.719
  two bends + two 0.05 eV phonons: F(300 K) = 1.499
  absorbing channel / main, equal Gamma0, 300 K: 0.061
  absorbing channel / main, equal Gamma0, 400 K: 0.104
  2->1 step lower by 0.01 eV: F(300 K) = 3.582
  two-level rate / ladder rate - 1, 300 K: 8.58e-05
  two-level rate / ladder rate - 1, 400 K: 1.06e-03
  bend lifetime (rough input): 0.01 ns
  chance of return before bends cool, 300 K: 1.43e-03
  extra bend quanta due to pump: 3.0e-04
  carriers at 3000 K: added damping / Gamma(300 K) = 0.0163
  population of rung 10 (2.6 eV), 300 K: 5.0e-21
```
